# Island density when a quantum film height changes the adatom barrier

## Problem

In an ultrathin metal film, the confinement of electrons between surface and substrate can make surface properties, diffusion barriers among them, depend on the number of atomic layers. Two wide regions of such a film differ in height, and the barrier for adatom diffusion is \(E\) on one and \(E+\Delta E\) on the other. The value \(\Delta E=20\) meV is given, not calculated here from the electronic structure. Atoms are deposited on both regions at \(T=200\) K, with the same flux, coverage, hop prefactor and capture properties. Two adatoms that meet form an immobile dimer that never breaks up.

(a) By what factor do the island densities differ in the limit of fast diffusion relative to deposition?

(b) How close to this limit is growth at a flux of 0.001 ML/s to a coverage of 0.1 ML, with barriers of 0.40 and 0.42 eV and a prefactor \(\nu=10^{13}\ \mathrm{s^{-1}}\)?

**Conventions.** Densities are numbers per surface site: \(n\) for adatoms, \(N\) for islands, dimers included. The flux \(F\) is in monolayers per second, and \(\theta=Ft\) is the deposited coverage. On a square lattice with total hop rate \(h=\nu e^{-E/k_BT}\), the mean square displacement is \(ht\) in squared site spacings. Setting this equal to \(4Dt\) gives \(D=h/4\). The control parameter is \(R=D/F\). Desorption and coalescence of islands are neglected.

## First estimate by scaling

Drop all numerical factors. An adatom explores about \(Dt\) sites in a time \(t\), so it finds one of the islands after a time of order \(1/(DN)\). Deposition during this lifetime sustains an adatom density

\[
n\sim \frac{F}{DN}.
\]

Adatoms meet at a rate of order \(Dn^2\) per site, and each meeting makes an island. Over the deposition time \(t=\theta/F\),

\[
N\sim Dn^2t\sim D\,\frac{F^2}{D^2N^2}\,\frac{\theta}{F}=\frac{F\theta}{DN^2},
\qquad\text{so}\qquad
N\sim\left(\frac{\theta}{R}\right)^{1/3}.
\]

At equal \(\theta\) and \(F\), the density varies as \(D^{-1/3}\). Since \(D\propto e^{-E/k_BT}\), the higher barrier multiplies the density by \(e^{\Delta E/(3k_BT)}\). With \(k_BT=17.235\) meV, the exponent is \(1.1605/3=0.3868\) and the factor is 1.47.

The estimate leaves three things open: the numerical prefactor, the condition for the balance between deposition and capture, and the error when that condition is only roughly met.

## Solution of the rate equations

### The equations

Let an island capture adatoms at the rate \(\sigma_xDn\), where \(\sigma_x\) is its dimensionless capture number. For two adatoms the relative diffusion coefficient is \(2D\), and there are \(n^2/2\) distinct pairs per site in the mean-field description. The factors 2 cancel, and pairs form at the rate \(\sigma_1Dn^2\). Each such event removes two adatoms and adds one island. Dividing the rates by \(F\) turns time derivatives into coverage derivatives:

\[
\frac{dn}{d\theta}=1-2\sigma_1Rn^2-\sigma_xRnN,
\qquad
\frac{dN}{d\theta}=\sigma_1Rn^2 .
\]

The capture numbers are taken as constant for now. The source term 1 counts atoms landing anywhere as new adatoms. Up to 0.1 ML, at most about a tenth of them land on islands instead, and for compact islands this share is nearly the same in both regions.

### Exact removal of the diffusion rate

Define \(\tau=\sqrt R\,\theta\), \(u=\sqrt R\,n\) and \(G=\sqrt R\,N\). Then \(dn/d\theta=du/d\tau\), \(Rn^2=u^2\) and \(RnN=uG\), so

\[
\frac{du}{d\tau}=1-2\sigma_1u^2-\sigma_xuG,
\qquad
\frac{dG}{d\tau}=\sigma_1u^2 .
\]

With \(u=G=0\) at the start, \(R\) has disappeared. Within these rate equations it is therefore exact that

\[
N(\theta,R)=R^{-1/2}\,G(\sqrt R\,\theta).
\]

The effect of the barrier depends on which part of the function \(G\) is reached.

**Early limit, \(\tau\ll1\).** Hardly any adatoms have been captured, so \(u=\tau\). Integrating \(dG/d\tau=\sigma_1\tau^2\) gives \(G=\sigma_1\tau^3/3\), hence \(N=\sigma_1R\theta^3/3\). Slower diffusion now means fewer meetings. A higher barrier lowers the density, by the full diffusion ratio \(e^{-\Delta E/k_BT}=1/3.191=0.31\). The rise asked about belongs to later growth.

**Late limit, \(\tau\gg1\).** Islands capture nearly everything that lands. Neglecting \(du/d\tau\) and \(2\sigma_1u^2\) gives \(u=1/(\sigma_xG)\). Then

\[
\frac{dG}{d\tau}=\frac{\sigma_1}{\sigma_x^2G^2}
\quad\Rightarrow\quad
G^2\,dG=\frac{\sigma_1}{\sigma_x^2}\,d\tau
\quad\Rightarrow\quad
G^3=c\,\tau+\text{const},
\qquad c=\frac{3\sigma_1}{\sigma_x^2}.
\]

The constant records the initial transient and becomes negligible beside \(c\tau\). Since \(G\) grows as \(\tau^{1/3}\), both neglected terms vanish relative to 1: \(2\sigma_1u^2\) falls as \(G^{-2}\), and \(du/d\tau=-\sigma_1/(\sigma_x^3G^4)\) falls as \(G^{-4}\). Returning to the original variables,

\[
N_0=R^{-1/2}\left(c\sqrt R\,\theta\right)^{1/3}
=\left(\frac{3\sigma_1\theta}{\sigma_x^2R}\right)^{1/3}.
\]

All factors except \(R\) are common to the two regions. Therefore

\[
\boxed{\frac{N_{\rm high}}{N_{\rm low}}
=\left(\frac{D_{\rm low}}{D_{\rm high}}\right)^{1/3}
=\exp\!\left(\frac{\Delta E}{3k_BT}\right)=1.47}
\]

This answers (a). Diffusion slows by a factor 3.19, but the density rises by its cube root. The restraint comes from the islands themselves. Slower diffusion raises \(n\), but additional islands capture adatoms sooner and limit this rise, and with it the nucleation rate \(\sigma_1Dn^2\).

### The first correction

The larger neglected term is \(2\sigma_1u^2\), the loss of adatoms to new dimers. Keeping it to first order,

\[
u=\frac{1-2\sigma_1u^2}{\sigma_xG}
\approx\frac{1}{\sigma_xG}\left(1-\frac{2\sigma_1}{\sigma_x^2G^2}\right).
\]

Squaring doubles the small term. With \(\sigma_1/\sigma_x^2=c/3\),

\[
\frac{dG}{d\tau}\approx\frac{c}{3G^2}\left(1-\frac{4c}{3G^2}\right).
\]

Moving the bracket to the left side, again to first order, gives

\[
\left(3G^2+4c\right)dG=c\,d\tau
\quad\Rightarrow\quad
G^3+4cG=c\,\tau+\text{const}.
\]

Write \(G=G_0(1-\delta)\) with \(G_0^3=c\tau\). To first order \(-3G_0^3\delta+4cG_0=0\); the constant contributes at the next order, \(G_0^{-3}\). Since \(G_0^2=RN_0^2\),

\[
\delta=\frac{4c}{3RN_0^2}.
\]

Because \(RN_0^2\propto R^{1/3}\), the deficit is larger where diffusion is slower. With constant capture numbers, the density ratio therefore approaches 1.47 from below at large \(R\). This direction is not general. When the capture numbers are found self-consistently (see below), \(\sigma_1\) is larger where islands are denser, and for compact islands the ratio passes above the limit: about 1.48 at 100 times the \(R\) of the example and 1.49 at \(10^4\) to \(10^6\) times.

## Numbers for the example

The hop rates are 832.6 and 260.9 s⁻¹. Dividing by \(4F=0.004\ \mathrm{s^{-1}}\) gives \(R=2.082\times10^5\) and \(6.522\times10^4\). Take round capture numbers \(\sigma_1=3\) and \(\sigma_x=7\), so that \(c=9/49=0.184\). For the lower barrier,

\[
N_0=\left(\frac{0.184\times0.1}{2.082\times10^5}\right)^{1/3}
=4.45\times10^{-3}\ \text{per site},
\]

and for the higher one \(6.56\times10^{-3}\). With a site spacing of 0.29 nm these are 0.053 and 0.078 nm⁻², or \(5.3\times10^{12}\) and \(7.8\times10^{12}\ \mathrm{cm^{-2}}\). The mean island spacing \(N_0^{-1/2}\) shrinks from 4.35 to 3.58 nm.

The correction follows from \(RN_0^2=4.13\) and 2.80:

\[
\delta_{\rm low}=\frac{4\times0.184}{3\times4.13}=0.059,
\qquad
\delta_{\rm high}=\frac{4\times0.184}{3\times2.80}=0.087 .
\]

The predicted ratio is \(1.472\times(1-0.087)/(1-0.059)=1.43\). Numerical integration of the full equations gives densities of \(4.22\times10^{-3}\) and \(6.06\times10^{-3}\), which lie 5% and 8% below \(N_0\), and a ratio of 1.44. When both values of \(R\) are multiplied by \(10^6\), the integrated ratio becomes 1.4719, against the limiting 1.4723.

## Comparison of estimate and solution

Without capture numbers, the scaling estimate gives \((\theta/R)^{1/3}=7.8\times10^{-3}\) for the lower barrier. The late solution multiplies this by \(c^{1/3}=0.57\). The estimate is thus nearly a factor of two too high for the density, yet its ratio agrees with the late limit because the common prefactor cancels. It gives no warning of the early regime, where the barrier acts in the opposite direction, or of the finite-\(R\) deficit.

| Treatment | Density factor for 20 meV |
|---|---|
| Scaling estimate and late limit | 1.47 |
| Full equations, constant capture numbers | 1.44 |
| Self-consistent capture, compact islands | 1.43 |
| Self-consistent capture, single-site islands | 1.38 |
| Random walkers, single-site islands | 1.386 ± 0.015 |

In the self-consistent rows, the capture numbers are recalculated at each coverage from the current densities, using the adatom depletion around an absorbing island. Compact islands are treated as discs of the mean island size, single-site islands as one absorbing site each.

The last row uses no rate equation. Atoms are dropped on a lattice of 200 × 200 sites and hop at random. Two that meet become a fixed one-site island that absorbs later arrivals. The error is the standard error from three runs per barrier; with so few runs it is only a rough measure of the uncertainty. The result lies clearly below 1.47, so the limiting value should not be read as the prediction for this finite \(R\).

### Why the random walkers give less

The size of the shortfall can be estimated from the capture number of a single site. Around an absorbing site, the adatom density is depleted over a screening length \(1/\kappa\), where \(\kappa^2\approx\sigma N\) because other islands also remove adatoms. A steady sink of strength \(J\) lowers the density at its own site by \(Jg/D\), where

\[
g=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dp\,dq}{(2\pi)^2}\,
\frac{1}{\kappa^2+4-2\cos p-2\cos q}.
\]

Perfect absorption requires this lowering to equal \(n\). Thus \(J=Dn/g\), and \(\sigma=1/g\).

The \(p\) integral follows from \(\int_{-\pi}^{\pi}dp/[2\pi(a-2\cos p)]=1/\sqrt{a^2-4}\). Put \(s=\sin(q/2)\), so that \(a-2=\kappa^2+4s^2\) and, for small \(\kappa\), \(a+2\approx4(1+s^2)\). With \(dq=2\,ds/\sqrt{1-s^2}\),

\[
g\approx\frac1{2\pi}\int_0^1\frac{ds}{\sqrt{1-s^4}\,\sqrt{s^2+\kappa^2/4}}
\approx\frac1{2\pi}\left[\ln\frac4\kappa+\frac12\ln2\right].
\]

The first logarithm comes from replacing \(1/\sqrt{1-s^4}\) by 1. The second is the remainder \(\int_0^1[(1-s^4)^{-1/2}-1]\,ds/s\), which the substitution \(s^2=\sin\varphi\) turns into \(\tfrac12\int_0^{\pi/2}\tan(\varphi/2)\,d\varphi\). Hence

\[
\sigma\approx\frac{2\pi}{\ln(4\sqrt2/\kappa)} .
\]

The same \(\sigma\) serves for adatom pairs: in their relative motion both the diffusion coefficient and the loss rate double, leaving \(\kappa\) unchanged.

The self-consistent single-site densities are \(8.64\times10^{-3}\) and \(1.189\times10^{-2}\). Solving \(\kappa^2=\sigma N\) together with the formula for \(\sigma\) gives \(\sigma\approx1.62\) and 1.71. Now \(\sigma_1=\sigma_x=\sigma\), so \(c=3/\sigma\) and \(N_0\propto\sigma^{-1/3}\). The 5% increase in \(\sigma\) lowers the ratio from 1.47 to about 1.45. The finite-\(R\) deficit becomes \(\delta=4/(\sigma RN_0^2)\), about 0.13 and 0.19, which lowers the ratio further to about 1.35. This first-order estimate slightly overshoots the full self-consistent value of 1.38, but it identifies the larger cause: single-site islands capture weakly, so the late regime is reached later.

The walker densities themselves, \(8.07\times10^{-3}\) and \(1.118\times10^{-2}\), lie roughly 5 to 7% below the self-consistent ones. With three small runs per barrier each density is uncertain by about 1%, so the two shortfalls cannot be told apart.

## Real films and the limits of the result

The barriers and site spacing are round illustrative values, not computed properties of a particular film. One assumption that can fail in a real film is that dimers stay put. With a rough dimer hop barrier of 0.50 eV and bond energy of 0.25 eV, both held fixed between the two heights, dimer motion and break-up change the constant-capture ratio from 1.44 to 1.41. The drop comes from dimer motion, and its sign depends on the fixed dimer barrier: if that barrier also rose by 20 meV, the ratio would be about 1.45. Break-up alone is slow. A dimer has six escape hops. Giving each the full prefactor \(\nu\), rather than the quarter that belongs to one direction in the hop rate \(h\), yields a high estimate of \(2.5\times10^{-3}\ \mathrm{s^{-1}}\) on the lower-barrier side. Even this is only about 1% of the rate at which a dimer grows there at 0.1 ML, which is 0.23 s⁻¹ for \(\sigma_x=7\). If a dimer, being small, had a capture number of only 3, the share would be about 2.5%. Desorption, for a rough binding energy of 2 eV, is negligible at \(4\times10^{-38}\ \mathrm{s^{-1}}\).

"All else equal" is a strong condition. If the prefactor also differed by a factor of two between heights, the late-limit density ratio would change by \(2^{1/3}=1.26\), up or down. That is more than half the barrier effect on a logarithmic scale. A temperature change of 10 K matters less: the limiting factor is 1.50 at 190 K and 1.45 at 210 K.

The regions must also be wide. Adatoms near a boundary can cross to the other height, and this influence fades over the screening length \((\sigma_xN)^{-1/2}\), which is \(4.35/\sqrt7\approx1.6\) nm on the lower-barrier side. If the boundary is a surface step that captures adatoms, it instead leaves a denuded zone, with the density still about 4% low at three such lengths. Densities should therefore be counted at least five such lengths, about 8 nm, from the boundary.

The relation can be inverted to infer a barrier difference from counted islands, \(\Delta E=3k_BT\ln(N_{\rm high}/N_{\rm low})\), if dimers are stable and immobile, prefactors and capture properties are equal, and growth is in the late regime. If larger clusters are needed for stability, the factor 3 no longer applies. Applied to the finite-\(R\) ratio 1.44, it returns about 19 meV; applied to the random-walker ratio 1.386, about 17 meV. For this example, using the limiting law thus underestimates the true 20 meV by roughly 1 to 4 meV, allowing for the scatter of the walker ratio. At much larger \(R\), compact islands with self-consistent capture give a ratio near 1.49, and the law then overestimates by about 0.6 meV. The values behind these comparisons are listed in the numerical output.

## Computed values

```
temperature = 200 K; kB*T = 17.235 meV
barriers = 0.40 and 0.42 eV; dE = 20 meV
prefactor = 1.0e+13 1/s; flux = 0.0010 ML/s
coverage = 0.10 ML; site spacing = 0.29 nm
capture numbers sigma_1, sigma_x = 3, 7
dE/(kB*T) = 1.1605; one third = 0.3868
diffusion slowdown = 3.191
PREDICTED island density factor = 1.4723
hop rates low, high barrier = 832.6, 260.9 1/s
D/F low, high barrier = 2.082e+05, 6.522e+04
formula N low, high = 4.452e-03, 6.555e-03 per site
formula N low, high = 0.0529, 0.0779 nm^-2
formula N low, high = 5.29e+12, 7.79e+12 cm^-2
island spacing low, high = 4.35, 3.58 nm
integrated N low, high = 4.219e-03, 6.060e-03 per site
integrated n low, high = 1.577e-04, 3.450e-04 per site
n/N low, high = 0.0374, 0.0569
integrated factor, example = 1.4365
integrated factor, D/F times 1e+06 = 1.4719
Monte Carlo lattice side = 200 sites; runs per barrier = 3
Monte Carlo N low, high = 8.067e-03, 1.118e-02 per site
self-consistent point-island N low, high = 8.643e-03, 1.189e-02 per site
Monte Carlo factor for 20 meV = 1.386 +/- 0.015
Monte Carlo factor per 20 meV over 60 meV = 1.406
self-consistent point-island factor = 1.375
self-consistent compact-island factor = 1.427
rough dimer hop barrier, bond = 0.50, 0.25 eV
dimer breakup rate, low barrier = 2.51e-03 1/s
dimer growth rate, low barrier = 2.30e-01 1/s
factor with dimer motion and breakup = 1.413
density change by dimer motion and breakup, low, high = -1.9, -3.5 %
density factor from a twofold prefactor change = 1.260
predicted factor at 190, 210 K = 1.503, 1.445
desorption rate for rough 2.0 eV binding = 4.0e-38 1/s
```
